# Methfessel–Paxton smearing: error order, negative occupations and multiple Fermi levels: test program

```python
"""Methfessel-Paxton smearing of order N, with x = (energy - mu)/sigma.
Result under test: the smeared delta function
    D_N(x) = sum_{n=0..N} A_n H_2n(x) exp(-x^2),  A_n = (-1)^n/(n! 4^n sqrt(pi)),
gives integrals over occupied states with an error C_N sigma^(2N+2) F^(2N+1)(mu),
    C_N = (-1)^N / (4^(N+1) (N+1)!),
for a smooth integrand F. For N >= 1 some occupations are negative, and a gapped
system can have several Fermi levels for one electron number.
Energies are in eV; numbers and energies are per spin and per unit cell.
"""
from math import factorial, pi, sqrt, sin, cos, log2
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc, eval_hermite


def coefficient(n):
    return (-1)**n / (factorial(n) * 4**n * sqrt(pi))


def smeared_delta(x, N):
    poly = sum(coefficient(n) * eval_hermite(2*n, x) for n in range(N + 1))
    return poly * np.exp(-x*x)


def occupation(x, N):
    poly = sum(coefficient(n) * eval_hermite(2*n - 1, x) for n in range(1, N + 1))
    return 0.5 * erfc(x) + poly * np.exp(-x*x)


def entropy(x, N):
    return 0.5 * coefficient(N) * eval_hermite(2*N, x) * np.exp(-x*x)


def error_constant(N):
    return (-1)**N / (4**(N + 1) * factorial(N + 1))


def transfer(q, N):
    z = q*q / 4
    return np.exp(-z) * sum(z**n / factorial(n) for n in range(N + 1))


def find_roots(function, grid):
    signs = np.sign([function(m) for m in grid])
    places = np.where(signs[:-1] * signs[1:] < 0)[0]
    return [brentq(function, grid[i], grid[i + 1], xtol=1e-14) for i in places]


# --- Expansion, moments, Fourier transform, occupation and entropy -------------
nodes, weights = np.polynomial.hermite.hermgauss(30)  # exact for these polynomials
for N in range(5):
    h = eval_hermite(2*N, nodes)
    projected = eval_hermite(2*N, 0.0) / np.sum(weights * h * h)
    assert abs(projected / coefficient(N) - 1) < 1e-10
    poly = sum(coefficient(n) * eval_hermite(2*n, nodes) for n in range(N + 1))
    for m in range(2*N + 2):
        moment = np.sum(weights * poly * nodes**m)
        scale = np.sum(weights * abs(poly * nodes**m))
        assert abs(moment - (m == 0)) < 1e-10 * max(1, scale)
    moment = np.sum(weights * poly * nodes**(2*N + 2))
    assert abs(moment / (factorial(2*N + 2) * error_constant(N)) - 1) < 1e-8
    for x in (-1.3, 0.4, 1.7):
        tail = quad(lambda t: smeared_delta(t, N), x, 12, epsabs=1e-12)[0]
        assert abs(tail - occupation(x, N)) < 1e-9
        assert abs(occupation(x, N) + occupation(-x, N) - 1) < 1e-12
        first = quad(lambda t: t * smeared_delta(t, N), x, 12, epsabs=1e-12)[0]
        assert abs(first - entropy(x, N)) < 1e-9
    for q in (0.7, 2.5):
        fourier = 2 * quad(lambda t: smeared_delta(t, N) * cos(q*t), 0, 12,
                           epsabs=1e-12)[0]
        assert abs(fourier - transfer(q, N)) < 1e-9

# --- Negative occupations ------------------------------------------------------
x_grid = np.linspace(0, 6, 60001)
for N in range(1, 5):
    balance = quad(lambda t: t * occupation(t, N), 0, 12, epsabs=1e-12)[0]
    assert abs(balance) < 1e-9
    assert occupation(x_grid, N).min() < -0.01
x_min = x_grid[np.argmin(occupation(x_grid, 1))]
assert abs(x_min - sqrt(1.5)) < 2e-4
x_zero = brentq(lambda x: occupation(x, 1), 0.5, 1.2)
print("Occupation function, x = (energy - mu)/sigma")
print(f"N=1 zero of occupation at x = {x_zero:.4f}")
print(f"N=1 minimum at x = {x_min:.4f}")
for N in (1, 2):
    low = occupation(x_grid, N).min()
    print(f"N={N} lowest, highest occupation: {low:.4f}, {1 - low:.4f}")

# --- Band edge exactly at mu: the error is of first order in sigma -------------
print("Number error / (g0 sigma), step in density of states at mu")
for N in range(3):
    edge = quad(lambda t: occupation(t, N), 0, 12, epsabs=1e-12)[0]
    formula = factorial(2*N) / (2 * sqrt(pi) * 4**N * factorial(N)**2)
    assert abs(edge - formula) < 1e-9
    print(f"  N={N}: {edge:.4f}")

# --- Metal: chain with energies -2 t cos k -------------------------------------
hopping, filling = 1.0, 0.4
k_fermi = pi * filling
mu_exact = -2 * hopping * cos(k_fermi)
energy_exact = -2 * hopping * sin(k_fermi) / pi
velocity = 2 * hopping * sin(k_fermi)


def chain(points):
    return -2 * hopping * np.cos(2 * pi * np.arange(points) / points)


dense = chain(4000)
e = sp.symbols("e", real=True)
density = 1 / (sp.pi * sp.sqrt(4 * hopping**2 - e**2))


def density_derivative(order):
    return float(sp.N(sp.diff(density, e, order).subs(e, mu_exact)))


def metal_errors(N, sigma):
    mu = brentq(lambda m: occupation((dense - m) / sigma, N).mean() - filling,
                mu_exact - 0.1, mu_exact + 0.1, xtol=1e-15, rtol=1e-15)
    x = (dense - mu) / sigma
    energy = (dense * occupation(x, N)).mean()
    free = energy - sigma * entropy(x, N).mean()
    return energy - energy_exact, free - energy_exact


wide, narrow = 0.10, 0.05
print(f"Metal: hopping {hopping:.1f} eV, filling {filling:.1f} per spin")
print(f"exact Fermi level {mu_exact:.6f} eV")
print(f"exact band energy {energy_exact:.6f} eV per site and spin")
print(f"density of states at Fermi level {density_derivative(0):.5f} 1/eV")
for N in range(3):
    error_wide, free_wide = metal_errors(N, wide)
    error_narrow, free_narrow = metal_errors(N, narrow)
    leading = (error_constant(N) * narrow**(2*N + 2) * density_derivative(2*N))
    # The tolerances allow for the next power of sigma squared.
    assert abs(error_narrow / ((2*N + 1) * leading) - 1) < 0.05
    assert abs(free_narrow / (-leading) - 1) < 0.05
    order = log2(error_wide / error_narrow)
    assert abs(order - (2*N + 2)) < 0.15
    number_error = occupation((dense - mu_exact) / narrow, N).mean() - filling
    number_formula = (error_constant(N) * narrow**(2*N + 2)
                      * density_derivative(2*N + 1))
    assert abs(number_error / number_formula - 1) < 0.05
    print(f"N={N} E error, sigma {wide:.2f} eV: {error_wide:.3e} eV")
    print(f"N={N} E error, sigma {narrow:.2f} eV: {error_narrow:.3e} eV")
    print(f"  leading formula there: {(2*N + 1) * leading:.3e} eV")
    print(f"  free-energy error there: {free_narrow:.3e} eV")
    print(f"  observed order in sigma: {order:.3f}")

# --- Finite mesh at fixed mu ---------------------------------------------------
points, mesh_sigma = 211, 0.04
coarse = chain(points)
sharp_error = np.mean(coarse < mu_exact) - filling
print(f"Mesh error of electron number, {points} k-points")
print(f"  sharp step: {sharp_error:.3e}")
previous = 0.0
for N in range(3):
    mesh_error = (occupation((coarse - mu_exact) / mesh_sigma, N).mean()
                  - occupation((dense - mu_exact) / mesh_sigma, N).mean())
    predicted = (2 * sin(points * k_fermi) / (pi * points)
                 * transfer(points * mesh_sigma / velocity, N))
    # The prediction linearizes the band at the Fermi point.
    assert abs(mesh_error / predicted - 1) < 0.10
    assert previous < abs(mesh_error) < abs(sharp_error)
    previous = abs(mesh_error)
    print(f"  N={N}, sigma {mesh_sigma:.2f} eV: {mesh_error:.3e}"
          f" (formula {predicted:.3e})")

# --- Two levels, one electron: number of Fermi levels --------------------------
def two_level_count(half_gap, N):
    """half_gap is half the level separation divided by sigma."""
    grid = np.linspace(-half_gap - 3, half_gap + 3, 2000)
    return len(find_roots(lambda m: occupation(half_gap - m, N)
                          - occupation(half_gap + m, N), grid))


threshold = sqrt(6)
assert two_level_count((threshold - 0.05) / 2, 1) == 1
assert two_level_count((threshold + 0.05) / 2, 1) == 3
print(f"Two levels, N=1: threshold gap/sigma = {threshold:.4f}")
counts = [two_level_count(4.0, N) for N in range(4)]
assert counts[0] == 1 and min(counts[1:]) >= 3
print("Fermi levels at gap = 8 sigma, N=0,1,2,3:", *counts)

# --- Insulator: dimerized chain, one electron per cell and spin ----------------
strong, weak, gap_sigma = 1.3, 0.7, 0.3
k = 2 * pi * np.arange(200) / 200
upper = np.sqrt(strong**2 + weak**2 + 2 * strong * weak * np.cos(k))
levels = np.concatenate([-upper, upper])
gap = 2 * upper.min()
assert abs(gap - 2 * (strong - weak)) < 1e-10
filled_energy = -upper.mean()


def excess(mu, N):
    return 2 * occupation((levels - mu) / gap_sigma, N).mean() - 1


def insulator_energies(mu, N):
    x = (levels - mu) / gap_sigma
    energy = 2 * (levels * occupation(x, N)).mean()
    return energy, energy - gap_sigma * 2 * entropy(x, N).mean()


mu_grid = np.linspace(-2.5, 2.5, 1000)
assert len(find_roots(lambda m: excess(m, 0), mu_grid)) == 1
fermi_levels = find_roots(lambda m: excess(m, 1), mu_grid)
assert len(fermi_levels) == 3
assert all(abs(m) < gap / 2 for m in fermi_levels)
assert abs(fermi_levels[1]) < 1e-9
slope = (excess(1e-4, 1) - excess(-1e-4, 1)) / 2e-4
assert slope < 0
energy_mid, free_mid = insulator_energies(fermi_levels[1], 1)
energy_top, free_top = insulator_energies(fermi_levels[2], 1)
area = quad(lambda m: excess(m, 1), fermi_levels[1], fermi_levels[2],
            epsabs=1e-12)[0]
assert abs((free_top - free_mid) + area) < 1e-9
assert free_top > free_mid and energy_mid < filled_energy
print(f"Insulator: hoppings {strong:.1f}, {weak:.1f} eV; sigma {gap_sigma:.1f} eV")
print(f"gap {gap:.3f} eV, gap/sigma {gap / gap_sigma:.3f}")
print(f"filled valence band energy {filled_energy:.6f} eV per cell and spin")
print(f"N=1 slope dN/dmu at midgap {slope:.5f} 1/eV")
for mu in fermi_levels:
    occ = occupation((levels - mu) / gap_sigma, 1)
    energy, free = insulator_energies(mu, 1)
    print(f"N=1 Fermi level {round(mu, 6) + 0.0:.5f} eV (midgap = 0)")
    print(f"  lowest, highest occupation {occ.min():.5f}, {occ.max():.5f}")
    print(f"  E, free energy minus filled band: {energy - filled_energy:.6f},"
          f" {free - filled_energy:.6f} eV")

print("PASS")
```

Printed output:

```
Occupation function, x = (energy - mu)/sigma
N=1 zero of occupation at x = 0.8419
N=1 minimum at x = 1.2247
N=1 lowest, highest occupation: -0.0355, 1.0355
N=2 lowest, highest occupation: -0.0516, 1.0516
Number error / (g0 sigma), step in density of states at mu
  N=0: 0.2821
  N=1: 0.1410
  N=2: 0.1058
Metal: hopping 1.0 eV, filling 0.4 per spin
exact Fermi level -0.618034 eV
exact band energy -0.605461 eV per site and spin
density of states at Fermi level 0.16735 1/eV
N=0 E error, sigma 0.10 eV: 4.189e-04 eV
N=0 E error, sigma 0.05 eV: 1.046e-04 eV
  leading formula there: 1.046e-04 eV
  free-energy error there: -1.046e-04 eV
  observed order in sigma: 2.001
N=1 E error, sigma 0.10 eV: -5.776e-07 eV
N=1 E error, sigma 0.05 eV: -3.579e-08 eV
  leading formula there: -3.568e-08 eV
  free-energy error there: 1.192e-08 eV
  observed order in sigma: 4.013
N=2 E error, sigma 0.10 eV: 3.386e-09 eV
N=2 E error, sigma 0.05 eV: 5.159e-11 eV
  leading formula there: 5.116e-11 eV
  free-energy error there: -1.029e-11 eV
  observed order in sigma: 6.036
Mesh error of electron number, 211 k-points
  sharp step: 2.844e-03
  N=0, sigma 0.04 eV: 2.140e-05 (formula 2.090e-05)
  N=1, sigma 0.04 eV: 1.257e-04 (formula 1.238e-04)
  N=2, sigma 0.04 eV: 3.802e-04 (formula 3.770e-04)
Two levels, N=1: threshold gap/sigma = 2.4495
Fermi levels at gap = 8 sigma, N=0,1,2,3: 1 3 5 7
Insulator: hoppings 1.3, 0.7 eV; sigma 0.3 eV
gap 1.200 eV, gap/sigma 4.000
filled valence band energy -1.396079 eV per cell and spin
N=1 slope dN/dmu at midgap -0.01849 1/eV
N=1 Fermi level -0.41651 eV (midgap = 0)
  lowest, highest occupation -0.00001, 1.03546
  E, free energy minus filled band: -0.001011, 0.001621 eV
N=1 Fermi level 0.00000 eV (midgap = 0)
  lowest, highest occupation -0.00799, 1.00799
  E, free energy minus filled band: -0.000995, 0.000114 eV
N=1 Fermi level 0.41651 eV (midgap = 0)
  lowest, highest occupation -0.03546, 1.00001
  E, free energy minus filled band: -0.001011, 0.001621 eV
PASS
```
